\section*{Zero Sum of Inverse Masses in Nearest-Neighbour Diamond Tight Binding}

\section{Two sums that cancel}

In a ten-band $sp^3s^*$ model of a diamond crystal, the inverse masses $m_0/m$ at $\Gamma$ along [100] add to $-9.2048$ over the four valence bands and to $+9.2048$ over the six conduction bands. No parameter was adjusted to produce this. The cancellation follows from where the nearest neighbours sit, and it occurs at every wave vector and in every direction. This appendix derives it, says how to compute the masses where bands touch, and sizes the terms that destroy it.

The curvature of band $n$ at wave vector $\mathbf k$ along the unit vector $\mathbf u$ defines a signed inverse mass,
\begin{equation}
\frac{m_0}{m_n}=\frac{m_0}{\hbar^2}\left.\frac{d^2E_n(\mathbf k+t\mathbf u)}{dt^2}\right|_{t=0},\qquad \frac{\hbar^2}{m_0}=0.0762\ \mathrm{eV\,nm^2},
\label{mass}
\end{equation}
positive for electron-like curvature. It is these inverse masses that are summed, not the masses.

The example uses round parameters in the rough range of $sp^3s^*$ parameterizations of silicon: $a=0.54$ nm; on-site energies $-4.0$, $1.7$ and $6.7$ eV for $s$, $p$ and $s^*$; hopping integrals $V_{ss\sigma}=-2.1$, $V_{sp\sigma}=2.5$, $V_{s^*p\sigma}=2.4$, $V_{pp\sigma}=2.7$ and $V_{pp\pi}=-0.7$ eV. The remaining integrals are zero.

\section{Proof from the trace}

\subsection{Geometry}
Atoms of sublattice $A$ sit at the fcc vectors $\mathbf R=\frac a2(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even, those of $B$ at $\mathbf R+\frac a4(1,1,1)$. A vector from $A$ to $B$ is $\frac a4(2n_1+1,2n_2+1,2n_3+1)$. All its components are odd multiples of $a/4$, so it is shortest when each is $\pm a/4$. Then each $n_i$ is 0 or $-1$, with an even number of $-1$, which leaves four vectors $\boldsymbol\delta$ of length $\sqrt3a/4=0.234$ nm. The shortest nonzero vectors within one sublattice are the twelve of type $\frac a2(\pm1,\pm1,0)$, of length $a/\sqrt2=0.382$ nm. Every nearest-neighbour bond therefore joins $A$ to $B$.

\subsection{Constant trace}
Let the orbitals be orthonormal. In Bloch sums that carry the phase $e^{i\mathbf k\cdot\mathbf r}$ of each atom's position $\mathbf r$,
\begin{equation}
H(\mathbf k)=\begin{pmatrix}A&V(\mathbf k)\\V^\dagger(\mathbf k)&B\end{pmatrix},\qquad
V(\mathbf k)=\sum_{\boldsymbol\delta}B_{\boldsymbol\delta}\,e^{i\mathbf k\cdot\boldsymbol\delta}.
\label{H}
\end{equation}
The matrix $B_{\boldsymbol\delta}$ holds the hopping integrals of one bond. The on-site blocks $A$ and $B$ do not depend on $\mathbf k$, because a $\mathbf k$-dependent term there would need a hop within one sublattice. Since the basis is orthonormal, the energies are the ordinary eigenvalues of $H$, and
\begin{equation}
\sum_nE_n(\mathbf k)=\mathrm{Tr}\,H(\mathbf k)=\mathrm{Tr}\,A+\mathrm{Tr}\,B.
\label{trace}
\end{equation}
For the example this is $2(-4.0+3\times1.7+6.7)=15.6$ eV.

\subsection{Differentiation where bands touch}
The right side of (\ref{trace}) is constant, so two derivatives give zero. The individual terms must be differentiable, however, and energy-ordered bands have kinks where they cross. The remedy is to follow analytic branches along the line $\mathbf k+t\mathbf u$, and these exist for the following reason.

The energies are roots of $\det[\lambda-H(t)]$, a polynomial in $\lambda$ with coefficients analytic in $t$. Near $t=0$ each root is a Puiseux series in $t^{1/q}$ for some integer $q$, and replacing $t^{1/q}$ by $e^{2\pi ir/q}t^{1/q}$ gives further roots. Suppose the first non-integer power is $c\,t^{j/q}$. All roots are real for real $t$, since $H$ is Hermitian, so the coefficients of the lower, integer powers are real. For $t>0$, reality of $c$ and of $c\,e^{2\pi ij/q}$ requires $2j/q$ to be an integer, so $j/q$ is a half-integer. For $t<0$ the term then equals $\pm i\,c\,|t|^{j/q}$, which is imaginary: a contradiction. No fractional power occurs, and the branches are analytic. Differentiating (\ref{trace}) twice along them gives
\begin{equation}
\boxed{\;\sum_n\frac{m_0}{m_n}(\mathbf k,\mathbf u)=0\quad\text{for every }\mathbf k\text{ and }\mathbf u.\;}
\label{rule}
\end{equation}
Where no bands touch, each band has a mass tensor. The summed tensor $M$ is symmetric and satisfies $\mathbf u^TM\mathbf u=0$ for all $\mathbf u$, so $M=0$.

At 200 random wave vectors and directions, five-point second differences of the eigenvalues with step $0.01\ \mathrm{nm^{-1}}$ gave a largest $|\sum m_0/m|$ of $8\times10^{-9}$. The median of $\sum|m_0/m|$ at these points was 6.7, so the zero comes from cancellation and not from flat bands.

\section{Computing the individual masses}

\subsection{Isolated bands}
Write $H(t)=H_0+tH_1+\frac12t^2H_2+\dots$ and expand the eigenvector as $|n\rangle+t|\phi_1\rangle+t^2|\phi_2\rangle+\dots$, with $\langle n|\phi_1\rangle=0$. The terms of first order in $t$ are
\begin{equation}
(H_0-E_n)|\phi_1\rangle+(H_1-E_n')|n\rangle=0.
\end{equation}
Projection on $\langle n|$ gives $E_n'=\langle n|H_1|n\rangle$. Projection on $\langle m|$ with $m\ne n$ gives $\langle m|\phi_1\rangle=\langle m|H_1|n\rangle/(E_n-E_m)$. The terms of second order are
\begin{equation}
(H_0-E_n)|\phi_2\rangle+(H_1-E_n')|\phi_1\rangle+\tfrac12(H_2-E_n'')|n\rangle=0.
\end{equation}
Projection on $\langle n|$ removes the first term, and $E_n'\langle n|\phi_1\rangle=0$, so
\begin{equation}
E_n''=\langle n|H_2|n\rangle+2\sum_{m\ne n}\frac{|\langle m|H_1|n\rangle|^2}{E_n-E_m}.
\label{second}
\end{equation}
In the sum over $n$, the interband term of the pair $(n,m)$ cancels that of $(m,n)$, because the numerator is symmetric and the denominator changes sign. What remains is $\mathrm{Tr}\,H_2$, which is zero because the diagonal blocks of (\ref{H}) are constant. Level repulsion thus passes curvature from one band to another without changing the total.

The split into two parts depends on the phase convention. At $\mathbf k=(1.7,0.9,-2.6)\ \mathrm{nm^{-1}}$ band 5 has $m_0/m=-1.670$ along [100]. Its direct part is $-0.030$ with atomic-position phases and $-0.352$ with unit-cell phases when the cell holds the $B$ atom at $\frac a4(1,1,1)$ ($+0.232$ if it holds the one at $\frac a4(-1,1,-1)$ instead); the interband part makes up the difference. $H_1$ and $H_2$ must therefore come from the same convention as the eigenvectors.

\subsection{Degenerate levels}
Let $P$ project on a level of energy $E_L$ and let $Q=1-P$. Eliminating the $Q$ components from $H\psi=\lambda\psi$ gives
\begin{equation}
\left[PHP+PHQ(\lambda-QHQ)^{-1}QHP\right]\chi=\lambda\chi,\qquad\chi=P\psi .
\end{equation}
Since $QHP=tQH_1P+O(t^2)$ and $\lambda=E_L+O(t)$, the effective matrix is
\begin{equation}
E_LP+tPH_1P+\tfrac12t^2W+O(t^3),\quad
W=P\left[H_2+2H_1Q(E_L-H_0)^{-1}QH_1\right]P.
\label{W}
\end{equation}
Subtract $E_LP$ and divide by $t$: the matrix $PH_1P$ is then perturbed by $\frac12tW$. The recipe follows.
\begin{enumerate}
\item Diagonalize $PH_1P$; its eigenvalues are the slopes.
\item Within each set of equal slopes, diagonalize $W$; its eigenvalues are the curvatures $E''$.
\end{enumerate}
Elements of $W$ between different slopes affect the energy first at order $t^3$ and are dropped. Summed over levels, the interband part is
\begin{equation}
2\sum_{L\ne L'}\frac{\mathrm{Tr}(P_LH_1P_{L'}H_1)}{E_L-E_{L'}}=0,
\end{equation}
since the trace is cyclic and the denominator is odd under exchange of $L$ and $L'$.

The $X$ point shows why this matters. Bands 5 and 6 meet there at 1.609 eV with slopes $\pm0.298$ eV\,nm along the axis, and both branches have $m_0/m=0.9135$. A second difference of the energy-ordered band 6 returns 784 for a step of $0.01\ \mathrm{nm^{-1}}$ and 1566 for half that step. It diverges as $2|E'|m_0/(\hbar^2h)$ with the step $h$ and is not a mass. The ordered bands still add to zero, because the trace ignores ordering, so a vanishing sum does not certify the separate masses.

\section{A case that can be done by hand}

For $\mathbf k=(k,0,0)$ the $p_y$ and $p_z$ orbitals decouple from the rest. At fixed $\delta_x$ the two bonds have opposite $\delta_y$ and opposite $\delta_z$, so the couplings of $p_y$ and $p_z$ to $s$, $s^*$ and $p_x$ cancel. With direction cosines $\pm1/\sqrt3$, define
\begin{align}
V_d&=\tfrac13(V_{pp\sigma}+2V_{pp\pi})=0.4333\ \mathrm{eV},\\
V_o&=\tfrac13(V_{pp\sigma}-V_{pp\pi})=1.1333\ \mathrm{eV}.
\end{align}
For each bond the sign of $\delta_y\delta_z$ equals that of $\delta_x$, so with $\theta=ka/4$ the hopping block in the basis $(p_y,p_z)$ is
\begin{equation}
V=4\begin{pmatrix}V_d\cos\theta&iV_o\sin\theta\\iV_o\sin\theta&V_d\cos\theta\end{pmatrix}.
\end{equation}
Here $VV^\dagger=16(V_d^2\cos^2\theta+V_o^2\sin^2\theta)$ times the unit matrix, so
\begin{equation}
E_\pm=E_p\pm4\sqrt{V_d^2\cos^2\theta+V_o^2\sin^2\theta},
\label{pbands}
\end{equation}
each twofold. For small $\theta$ the root is $V_d+(V_o^2-V_d^2)\theta^2/(2V_d)$. With $\theta^2=k^2a^2/16$ the curvature at $\Gamma$ is
\begin{equation}
E_\pm''=\pm\frac{a^2(V_o^2-V_d^2)}{4V_d}
=\pm\frac{0.2916\times1.0967}{1.7333}\ \mathrm{eV\,nm^2}=\pm0.1845\ \mathrm{eV\,nm^2}.
\end{equation}
Division by 0.0762 eV\,nm$^2$ gives $m_0/m=\pm2.421$. These are bands 3, 4 (minus) and 6, 7 (plus) of the numerical output.

The other six bands, built from $s$, $p_x$ and $s^*$, form a block with constant diagonal, so they cancel among themselves:
\begin{equation}
1.0020-5.3644-3.9059+1.5875+2.1824+4.4984=0.0000 .
\end{equation}

At the valence top the three inverse masses are $-5.364,-2.421,-2.421$ along [100] and $-7.700,-1.254,-1.254$ along [111]. No single-band tensor describes this warping, yet both sets add to $-10.207$. The reason is that $\mathrm{Tr}\,W$ is a quadratic form in $\mathbf u$ with cubic symmetry, hence isotropic.

\section{What preserves the zero}

The proof needs a constant trace and an orthonormal basis, and it never used $A=B$. It therefore covers zinc-blende III--V crystals, on-site spin-orbit coupling and homogeneous strain. With an atomic spin-orbit splitting of 0.04 eV the sum at the wave vector quoted above is $-7\times10^{-9}$; with a low-symmetry strain of up to 1\,\% and hopping scaled as the inverse square of bond length it is $-2\times10^{-10}$. Both are rounding error.

The result extends to periodic supercells of wires, films and alloys, including a site-dependent potential. A diagonal element of such an $H(\mathbf k)$ depends on $\mathbf k$ if an orbital hops to its own periodic image. The image lies on the same sublattice and is not a nearest neighbour, so the curvatures of all subbands along the channel again add to zero. A truncated set of subbands need not have this property. In a supercell the zero says less than in the primitive cell, because any hop shorter than the distance to the nearest image leaves the trace constant. In the eight-atom cubic cell, whose images are $a$ apart, the second-neighbour hopping of the next section leaves the sum at zero, although it gives $-1.53$ in the two-atom cell.

\section{What breaks it}

\subsection{Second neighbours}
Let each same-sublattice bond have a hopping matrix of trace $\tau$. In the two-atom primitive cell both sublattices contribute, so the trace of $H$ gains $2\tau\sum_{\mathbf R}\cos(\mathbf k\cdot\mathbf R)$ over the twelve vectors, and
\begin{equation}
\sum_n\frac{m_0}{m_n}=-\frac{2\tau m_0}{\hbar^2}\sum_{\mathbf R}(\mathbf u\cdot\mathbf R)^2\cos(\mathbf k\cdot\mathbf R).
\label{nn2}
\end{equation}
At $\Gamma$ cubic symmetry gives $\sum_{\mathbf R}(\mathbf u\cdot\mathbf R)^2=\frac13\times12\times\frac{a^2}2=2a^2$, and the sum becomes $-4\tau a^2m_0/\hbar^2$. A trial $\sigma$ hopping of 0.1 eV between second-neighbour $p$ orbitals has $\tau=0.1$ eV and gives $-4\times0.1\times0.2916/0.0762=-1.53$.

The average of (\ref{nn2}) over the Brillouin zone is still zero, because each cosine averages to zero. A vanishing zone average thus survives longer-range hopping; vanishing at each $\mathbf k$ requires a constant trace. Nearest-neighbour hopping guarantees this, and it remains true if longer $A$--$B$ hops or same-sublattice hopping matrices of zero trace are added.

\subsection{Overlap}
With overlap matrix $S$ the problem is $Hc=ESc$ and $\sum_nE_n=\mathrm{Tr}(S^{-1}H)$. Write $H=D+\mathcal V$, with $D$ the on-site part and $\mathcal V$ the hopping, and take overlaps proportional to hopping, $S=1+\kappa\mathcal V$. Then $S^{-1}=1-\kappa\mathcal V+O(\kappa^2)$. The traces of $\mathcal V$ and $\mathcal VD$ vanish, as both are block off-diagonal, so
\begin{equation}
\sum_nE_n=\mathrm{Tr}\,D-\kappa\,\mathrm{Tr}\,\mathcal V^2+O(\kappa^2).
\end{equation}
Two successive hops link second neighbours. With $w=\mathrm{Tr}(B_{\boldsymbol\delta}B^T_{\boldsymbol\delta'})$ for two different bonds, $\mathrm{Tr}\,\mathcal V^2$ equals a constant plus $2w\sum_{\mathbf R}\cos(\mathbf k\cdot\mathbf R)$. Overlap acts to first order like a second-neighbour trace $\tau=-\kappa w$, and the sum at $\Gamma$ is $4\kappa wa^2m_0/\hbar^2$.

For $\kappa=-0.04\ \mathrm{eV^{-1}}$ the $\sigma$ overlaps are near 0.1 in magnitude, the $pp\pi$ overlap is 0.03, and $w=-5.60\ \mathrm{eV^2}$. First order gives $+3.43$; the full generalized eigenproblem gives $+4.16$. The part beyond first order depends on the energy zero: shifting all on-site energies by $-5$ or $+5$ eV at fixed hopping gives $+3.50$ or $+4.82$. An overlap of this size is not a small correction to the rule.

\section{Reading the result against silicon}

The model's conduction minimum on the $\Gamma$--$X$ line lies at 0.72 of the way to $X$, with a gap of 1.13 eV and masses $0.71\,m_0$ along the axis and $1.63\,m_0$ across it. In silicon the minimum lies near 0.85, the gap is roughly 1.1 eV and the masses are roughly $0.9\,m_0$ and $0.2\,m_0$. The transverse mass of the model is thus about eight times too heavy, and these parameters should not be used for electron transport. The sum rule alone does not force this error, since the other nine bands could compensate a larger inverse mass. The error is tied to the form of the model: all ten bands are flat along $X$--$W$, for these parameters and when the five hopping integrals and the $s$ and $s^*$ energies are varied, so the transverse mass grows as $X$ is approached ($3.1\,m_0$ at 0.85 and $9.4\,m_0$ at 0.95 of the way for these parameters). The assumptions a real crystal breaks are orthogonality with strictly nearest-neighbour hopping, which for the trial values above moves the sum at $\Gamma$ by $-1.5$ and $+4.2$, and the finite orbital set. In the continuum Hamiltonian $(\mathbf p+\hbar\mathbf k)^2/2m_0+U(\mathbf r)$ the second $\mathbf k$-derivative is $\hbar^2/m_0$ times the identity, so each band has a direct part of $+1$ in $m_0/m$. In the orbital model the direct parts add to zero. The rule is a property of the model, not of silicon.

Other neglected effects change single masses and leave the sum at zero. Spin-orbit coupling changes the [100] inverse mass of largest magnitude at the valence top from $-5.36$ to $-4.39$, or 18\,\%. This holds only close to $\Gamma$, where the band has dropped by much less than the splitting: 26 meV below the top on the same branch, the inverse mass is $-2.1$ with the coupling and $-5.2$ without it. A lattice expansion of 0.1\,\%, at fixed fractional $\mathbf k$ and with hopping scaled as the inverse square of bond length, lowers the axial $m_0/m$ of the conduction minimum by 0.1\,\%. The sign depends on that scaling: with constant hopping the same expansion raises it by 0.2\,\%. Moving from the minimum towards $\Gamma$ until the energy has risen by $k_BT=26$ meV (300 K) raises it by 0.7\,\%; the same rise in energy towards $X$ lowers it by 3.5\,\%.

For fitting, (\ref{rule}) is a constraint: once the valence inverse masses at some $\mathbf k$ are set, the conduction sum there is fixed at minus their total. For code that implements a nearest-neighbour model in an orthonormal basis, a sum well above rounding error points to a fault, such as a same-sublattice hop of nonzero trace that entered by mistake or a band left out of the set. With finite differences the rounding error grows as the inverse square of the step, so a step that is too small also gives a nonzero sum. A zero sum does not test the hopping values or the list of $A$--$B$ bonds, because any $V(\mathbf k)$ in (\ref{H}) passes. In a supercell it also misses same-sublattice hops that do not reach an orbital's own periodic image. Nor does it test $H_1$ or the off-diagonal blocks of $H_2$: the interband terms of (\ref{second}) cancel for any Hermitian $H_1$, and only the trace of $H_2$ enters the sum.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hbar^2/m0 = 0.07620 eV nm^2; lattice constant a = 0.54 nm
on-site energies s, p, s* = -4.0, 1.7, 6.7 eV
hopping ss, sp, s*p, pp-sigma, pp-pi = -2.1 2.5 2.4 2.7 -0.7 eV
shell radii = 0.2338, 0.3818 nm; neighbours = 4, 12
sum of band energies at generic k = 15.600000 eV
largest |sum m0/m|, 200 random k and u = 8.0e-09
median sum of |m0/m| at the same points = 6.72
Gamma: band, E (eV), m0/m along [100], m0/m along [111]
   1  -12.4000     1.0020     1.0020
   2   -0.0333    -5.3644    -7.6998
   3   -0.0333    -2.4212    -1.2535
   4   -0.0333    -2.4212    -1.2535
   5    3.4333    -3.9059    -1.5706
   6    3.4333     2.4212     1.2535
   7    3.4333     2.4212     1.2535
   8    4.4000     1.5875     1.5875
   9    6.7000     2.1824     2.1824
  10    6.7000     4.4984     4.4984
Gamma [100]: sum bands 1-4 = -9.2048, bands 5-10 = 9.2048
Gamma bands 2-4: sum m0/m, any direction = -10.2068
Delta-line conduction minimum at 0.7237 of Gamma-X, E = 1.0963 eV
gap from Gamma valence top = 1.1296 eV
lowest band-5 energy on 10x10x10 zone grid = 1.1382 eV
Delta minimum: band, E (eV), m0/m along axis, m0/m across axis
   1  -10.0372     0.5071     0.5658
   2   -5.9898     0.5756    -1.3960
   3   -2.4770     0.7964    -0.5307
   4   -2.4770     0.7964     0.8860
   5    1.0963     1.4120     0.6135
   6    2.8163     0.0319    -0.6158
   7    5.8770    -0.7964    -0.7674
   8    5.8770    -0.7964     0.3749
   9   10.3773    -1.2781     0.0802
  10   10.5372    -1.2485     0.7894
band 5 there: m/m0 along = 0.7082, across = 1.6300
X, bands 5 and 6: E = 1.6089 eV, slopes = -0.2982, 0.2982 eV nm
X, followed branches 5 and 6: m0/m = 0.9135, 0.9135
X, energy-ordered band 6, steps 0.01 and 0.005 /nm: 783.6, 1566.2
generic k = 1.7 0.9 -2.6 1/nm, band 5 along [100]:
  total m0/m = -1.6704; direct part, atom phases = -0.0299, cell phases = -0.3518
second-neighbour pp-sigma = 0.1 eV: sum m0/m at Gamma = -1.5307
  at Delta minimum along axis = 0.9892; zone average = -3.3e-10
overlap kappa = -0.04 /eV: ss, sp, pp-sigma overlaps = 0.084, -0.100, -0.108
  bond-pair trace w = -5.6022 eV^2; sum m0/m at Gamma = 4.1583
  sum m0/m at Delta minimum along axis = -2.8786
spin-orbit atomic splitting = 0.04 eV: sum m0/m at generic k = -6.6e-09
  Gamma top six states [100], E = -0.0600, -0.0200 eV; m0/m = -3.371 -3.371 -4.393 -4.393 -2.443 -2.443
low-symmetry strain up to 1 %: sum m0/m at generic k = -2.3e-10
expansion 0.1 %: band-5 axial m0/m 1.4120 -> 1.4105
kT at 300 K = 0.02585 eV; axial m0/m that far above minimum = 1.4216
\end{verbatim}
